# Comment on estimating k-point convergence from the indirect gap

**The argument under review**

The argument concerns an insulator at zero temperature. The projector on the filled bands is an energy integral of the Green's function around the filled spectrum. The integration contour crosses the gap, where the Green's function decays in real space at a rate that vanishes as the indirect gap closes. The argument concludes that the indirect gap sets the exponential rate at which a Brillouin-zone sum converges, so that an insulator with a nearly closed indirect gap needs a very dense grid.

The statement about the Green's function is right. The question is whether the conclusion follows. A chain whose indirect gap can be changed while the direct gap at every $k$ stays fixed decides it.

**What has to decay**

Let $k$ be in units of $1/a$, with $a$ the lattice constant, and let the grid be $k_j=2\pi j/N$, $j=0,\dots,N-1$. Write the periodic integrand as $f(k)=\sum_R f_R e^{ikR}$, with integer $R$. Its exact zone average is $f_0$. Since $N^{-1}\sum_j e^{ik_jR}$ is 1 when $R$ is a multiple of $N$ and 0 otherwise, the grid average $S_N$ has the error

$$S_N-f_0=\sum_{m\neq0}f_{mN}.$$

For $R>0$, move the path in $f_R=\int_0^{2\pi}\frac{dk}{2\pi}f(k)e^{-ikR}$ from $k$ to $k-i\eta$. If $f$ is analytic in between, the vertical sides cancel by periodicity and a factor $e^{-\eta R}$ appears. For $R<0$ one moves upward. The convergence rate is therefore controlled by the complex singularities of the quantity being summed.

**A chain with an adjustable indirect gap**

Take two sites per cell with energies $\pm\Delta$, hoppings $t_1,t_2>0$ within and between cells, and a hopping $s\ge0$ between equal sites of neighbouring cells:

$$H(k)=2s\cos k+\begin{pmatrix}\Delta&t_1+t_2e^{-ik}\\t_1+t_2e^{ik}&-\Delta\end{pmatrix}.$$

The first term multiplies the unit matrix. The second matrix has zero trace, and its square is $D(k)$ times the unit matrix, with

$$D=\Delta^2+(t_1+t_2e^{-ik})(t_1+t_2e^{ik})=A+B\cos k,$$

$$A=t_1^2+t_2^2+\Delta^2,\qquad B=2t_1t_2.$$

Hence $E_\pm=2s\cos k\pm\sqrt D$. The smallest direct gap lies at $k=\pi$ and is $g=2\sqrt{A-B}$, where $A-B=(t_1-t_2)^2+\Delta^2$ is taken to be positive.

For the indirect gap, set $x=\cos k$. Because $d^2\sqrt{A+Bx}/dx^2=-B^2/(4D^{3/2})<0$, $E_+$ is concave and $E_-$ convex in $x$. The minimum of $E_+$ and the maximum of $E_-$ are thus at $x=\pm1$. With $W=\sqrt{A+B}\ge g/2$,

$$\min E_+=-2s+\tfrac g2,\qquad \max E_-=\max\left(-2s-\tfrac g2,\;2s-W\right),$$

$$E_{\rm ind}=\min\left(g,\;\tfrac g2+W-4s\right).$$

For $t_1=1.0$, $t_2=0.8$, $\Delta=0.3$ eV one has $g=0.7211$ eV and $W=1.8248$ eV. At $s=0$ the gap is $g$. At $s=0.54$ eV it is $0.3606+1.8248-2.16=0.0254$ eV.

**Where the filled-band quantities are singular**

The projector on the lower band is

$$P(k)=\frac12\left[1-\frac{H(k)-2s\cos k}{\sqrt{D(k)}}\right],$$

from which $s$ has cancelled. The band energy does contain $2s\cos k$, but the grid average of this term is zero, its exact value, for every $N\ge2$. So for $N\ge2$ the energy error itself does not depend on $s$, as long as the lower band is the filled one.

The remaining singularity is at $D=0$, that is $E_+=E_-$ at one complex $k$. Since $\cos(\pi+i\kappa)=-\cosh\kappa$, it lies at

$$k=\pi\pm i\kappa,\qquad \cosh\kappa=\frac AB.$$

There $D'=-B\sin k\ne0$, so the zero is simple and $\sqrt D$ has a branch point. Using $\cosh\kappa-1=2\sinh^2(\kappa/2)$ and $(A-B)/B=g^2/(8t_1t_2)$,

$$\sinh\frac\kappa2=\frac{g}{4\sqrt{t_1t_2}}.$$

For the parameters above, $\cosh\kappa=1.7300/1.6000$ and $\kappa=0.4004$.

To show that this is the actual rate and not merely a bound, put $z=-e^{ik}$ and $q=e^{-\kappa}$. Then $\cos k=-(z+1/z)/2$ and

$$D=C(1-qz)(1-q/z),\qquad C=\tfrac12Be^{\kappa}.$$

Indeed $Cq=B/2$ and $C(1+q^2)=B\cosh\kappa=A$. Expand $(1-x)^{1/2}=\sum_n a_nx^n$. For $R>0$ the coefficient of $z^R$ in $\sqrt D$ is

$$\sqrt C\,\sum_{j\ge0}a_{R+j}q^{R+j}a_jq^j\;\to\;\sqrt C\,a_Rq^R\sum_{j\ge0}a_jq^{2j}=\sqrt{C(1-q^2)}\,a_Rq^R .$$

The limit of large $R$ may be taken term by term, because $a_{R+j}/a_R\to1$ at fixed $j$, this ratio never exceeds 1, and the sum over $j$ converges. Now $C(1-q^2)=B\sinh\kappa$. Also $a_n=-\binom{2n}{n}/[4^n(2n-1)]$, which Stirling's formula turns into $-n^{-3/2}/(2\sqrt\pi)$. The band energy contains $-\sqrt D$, $z^R=(-1)^Re^{ikR}$, and the terms $m=\pm1$ contribute equally. Terms with $|m|\ge2$ are smaller by at least $e^{-\kappa N}$. The leading energy error is therefore

$$\delta E_N\simeq(-1)^N\sqrt{\frac{B\sinh\kappa}{\pi}}\;\frac{e^{-\kappa N}}{N^{3/2}} .$$

The occupation of the site with energy $+\Delta$ is the zone average of $\frac12(1-\Delta/\sqrt D)$. The same steps apply to $(1-x)^{-1/2}$, whose coefficients $\binom{2n}{n}/4^n$ tend to $1/\sqrt{\pi n}$. The sum over $j$ now gives $(1-q^2)^{-1/2}$, so

$$\delta n_N\simeq-(-1)^N\frac{\Delta\,e^{-\kappa N}}{\sqrt{\pi N B\sinh\kappa}} .$$

**The numbers for the disputed case**

Sums over the diagonalized $H(k)$ give the following.

| $s$ (eV) | indirect gap (eV) | error at $N=20$ (eV) | error at $N=40$ (eV) |
|---|---|---|---|
| 0 | 0.7211 | $1.784\times10^{-6}$ | $2.050\times10^{-10}$ |
| 0.45 | 0.3854 | $1.784\times10^{-6}$ | $2.050\times10^{-10}$ |
| 0.54 | 0.0254 | $1.784\times10^{-6}$ | $2.050\times10^{-10}$ |

Removing the factor $N^{-3/2}$ gives the measured rate

$$\frac{\ln(1.784\times10^{-6}/2.050\times10^{-10})-\frac32\ln2}{20}=\frac{9.071-1.040}{20}=0.4016 .$$

It exceeds $\kappa$ by 0.3%. This is a finite-$N$ effect: the error divided by its leading law is 1.048 at $N=20$ and 1.024 at $N=40$, which adds $\ln(1.048/1.024)/20\approx0.0012$ to the measured rate. In all three cases an error below $10^{-6}$ eV needs $N=22$, although the indirect gap has shrunk by a factor of 28. This holds for integer occupations. With Fermi smearing comparable to the indirect gap the dependence returns: at $k_BT=0.01$ eV and a midgap chemical potential, the grand potential needs $N=52$ at $s=0.54$ eV but still 22 at $s=0$.

**Where the argument goes wrong**

At fixed energy $E$, the Green's function $(E-H)^{-1}$ is singular where $E$ equals a band energy at complex $k$. Near the conduction minimum put $k=\pi+p$. Expanding $\cos k$ and the square root to order $p^2$ gives

$$E_+\simeq E_c+\left(s+\frac{B}{2g}\right)p^2,\qquad |{\rm Im}\,p|\simeq\sqrt{\frac{E_c-E}{s+B/(2g)}} .$$

For $E$ in the gap, $E_c-E$ is smaller than the indirect gap, so this rate does vanish as the gap closes. At $s=0.54$ eV and midgap it is about $\sqrt{0.0127/1.65}\approx0.088$. The full equation $\det[E-H(k)]=0$ gives 0.0873, and the decay of the computed Green's function agrees. The largest rate found on a fine set of energies in the gap is 0.113.

A fixed energy contour around the filled band must cross the gap at some such energy. It therefore proves only that the projector decays at least as fast as the slowest Green's function along the contour, and that rate cannot exceed the one at the crossing. That is a lower bound on the rate, and the argument quotes it as the rate.

The contour need not be fixed. For each $k$, substitute $E=2s\cos k+E'$:

$$P(k)=\oint\frac{dE'}{2\pi i}\,\bigl[E'-(H(k)-2s\cos k)\bigr]^{-1}.$$

The poles are at $E'=\pm\sqrt D$, and the contour can run along the imaginary $E'$ axis and close far to the left. It separates the poles unless $D$ is real and not positive. That requires $\cos k\le-A/B$, hence $k=\pi+iy$ with $|y|\ge\kappa$. The moving contour thus recovers the full strip $|{\rm Im}\,k|<\kappa$, whatever the value of $s$.

**The direct gap is not a sufficient substitute**

For small $g$ the formula for $\kappa$ becomes $\kappa\simeq g/(2\sqrt{t_1t_2})$, which is 0.403 here. The hoppings enter as well as the gap. A chain with $t_1=0.5$, $t_2=0.3$, $\Delta=0.3$ eV has the same $g=0.7211$ eV but $\kappa=0.900$. Conversely, $t_1=1.0$, $t_2=0.4$, $\Delta=0.3$ eV with $s=0.5193$ eV has the same indirect gap of 0.0254 eV as the disputed case, but $\kappa=1.016$, and $N=10$ suffices for $10^{-6}$ eV.

**Conditions the corrected statement needs**

*The meeting must be between a filled and an empty band.* Around a branch point joining two filled bands their energies are exchanged, so their sum returns to itself. Being bounded and single-valued, it is analytic there. Consider a three-site cell with site energies $0,0,v$ and hoppings $t_{12},t_{23},t_{31}$, the last one between cells. Expanding the determinant gives

$$\det(E-H)=P(E)-2t_{12}t_{23}t_{31}\cos k,$$

$$P(E)=E^2(E-v)-t_{12}^2(E-v)-(t_{23}^2+t_{31}^2)E .$$

Two bands meet where $E$ is a double root, so $P'(E)=0$. For $v=t_{23}=t_{31}=1$ eV and $t_{12}=0.7$ eV this is $3E^2-2E-2.49=0$ (in eV), with roots $E=-0.6368$ and $1.3034$ eV. From $\cosh\kappa=|P(E)|/(2t_{12}t_{23}t_{31})$, bands 1 and 2 meet at $\kappa=0.130$, and bands 2 and 3 at $1.047$. The measured rate is 0.131 with one band filled and 1.050 with two.

*For the energy, the meeting must be a branch point.* The uncoupled bands $\pm(2+\cos k)$ eV meet at $\cos k=-2$, yet each is analytic there, and the energy sum has no error for $N\ge2$. A coupling of 0.3 eV between them produces an error of $-1.5\times10^{-5}$ eV at $N=6$. The projector can be singular at a meeting that is not a branch point. Put $u=e^{ik}$, and take zero site energies and $H_{12}=(1+0.7u)^2$ eV, $H_{21}=(1+0.7/u)^2$ eV. Then $E_\pm=\pm(1+0.7u)(1+0.7/u)$ has no branch point, but $P_{12}=-(1+0.7u)/[2(1+0.7/u)]$ has a pole at $u=-0.7$, so its zone sum converges at the rate $-\ln0.7=0.357$. Extra factors $1+0.3u$ in $H_{12}$ and $1+0.3/u$ in $H_{21}$ add a branch point at $-\ln0.3=1.204$ and leave this nearer pole in place.

*The scalar dispersion must not bring a nearer singularity.* A scalar hopping $c\,r^{|R|}$ with $0<r<1$ has, by the aliasing formula, its own energy error $2c\,r^N/(1-r^N)$, with rate $-\ln r$. For $r=0.8$ this is 0.223, below 0.400, and the energy converges at the slower rate. The projector still does not contain the scalar term, so the site occupation is unaffected.

*The indirect gap must remain open.* Here it closes at $s=(W+g/2)/4=0.546$ eV. Beyond that, the ground state no longer fills one whole band. At fixed chemical potential $\mu$ the integrand $\min(E-\mu,0)$ has kinks on the real axis, and two integrations by parts give Fourier coefficients of order $R^{-2}$. With fixed electron number at $s=0.70$ eV, the largest error falls from $6.9\times10^{-4}$ eV for $N=40$–$60$ to $6.1\times10^{-5}$ eV for $N=160$–$240$. This factor of 11 is of the size expected from a power law (an $N^{-2}$ envelope would give 16) and is far from exponential convergence.

**Recommendation**

For quantities built from the filled bands at a single $k$, such as the band energy and the projector at zero temperature, the conclusion should be withdrawn and the Green's-function estimate kept as a bound. It does not fail for every zone sum. A static response at wave vector $q=\pi$ has the denominator $E_+(k+\pi)-E_-(k)$, which at $s=0.54$ eV vanishes at $|{\rm Im}\,k|\approx0.11$, so there the indirect gap sets the rate, and a relative error of $10^{-6}$ needs $N=126$ instead of 32 at $s=0$. That $\kappa$ stays exactly fixed while the indirect gap changes is special to a scalar dispersion. Unequal hoppings $s$ on the two sites also move the branch point. For chains with finite-range hoppings, an open indirect gap makes the filled-band integrand analytic near the real axis, while band overlap puts kinks on it. With the gap open, the nearest branch point between filled and empty bands at a common complex $k$, where one exists, sets the rate of the error envelope for the band energy. Equally near branch points can cancel for particular $N$. If $t_2$ connects second-neighbour cells, they lie at $\kappa/2$, which is the rate for even $N$, while odd $N$ converge at $\kappa$. The projector can converge more slowly, because it may also have a pole where a filled and an empty band meet without a branch point. Higher dimensions were not treated here. The numerical check covers the chains and the exceptions discussed here, apart from the example with a pole in the projector, which rests on its closed form, and the remarks on smearing, finite-$q$ response, unequal hoppings and second-neighbour $t_2$.

## Numbers as computed

```
Main chain t1, t2, delta = 1.0 0.8 0.3 eV
A = 1.7300 eV^2, B = 1.6000 eV^2, A/B = 1.08125
smallest direct gap = 0.7211 eV, W = 1.8248 eV
kappa from branch point = 0.4004 /a
small-gap estimate of kappa = 0.4031 /a
exact lower-band energy for s=0: -1.21924561 eV
indirect gap closes at s = 0.5463 eV
s = 0.00 eV: indirect gap = 0.7211 eV
  energy error N=20: 1.7840e-06 eV, N=40: 2.0496e-10 eV
  measured rate = 0.4016 /a, N for 1e-6 eV = 22
  Green-function rate: midgap 0.4004 /a, largest in gap 0.4004 /a
s = 0.45 eV: indirect gap = 0.3854 eV
  energy error N=20: 1.7840e-06 eV, N=40: 2.0496e-10 eV
  measured rate = 0.4016 /a, N for 1e-6 eV = 22
  Green-function rate: midgap 0.3222 /a, largest in gap 0.3904 /a
s = 0.54 eV: indirect gap = 0.0254 eV
  energy error N=20: 1.7840e-06 eV, N=40: 2.0496e-10 eV
  measured rate = 0.4016 /a, N for 1e-6 eV = 22
  Green-function rate: midgap 0.0873 /a, largest in gap 0.1128 /a
midgap Green function at s=0.54 eV, measured rate = 0.0873 /a
energy error / asymptotic law: N=20 1.0484, N=40 1.0244
A-site occupation = 0.341551, error at N=40 = -3.6201e-09
occupation error / asymptotic law at N=40 = 0.9920
Second chain t1, t2, delta = 1.0 0.4 0.3 eV, s = 0.5193 eV
  indirect gap = 0.0254 eV, kappa = 1.0163 /a
  measured rate = 1.0194 /a, N for 1e-6 eV = 10
Third chain t1, t2, delta = 0.5 0.3 0.3 eV, s = 0
  smallest direct gap = 0.7211 eV, kappa = 0.9002 /a
  measured rate = 0.9026 /a
Three-site cell: t12, t23, t31 = 0.7, 1.0, 1.0 eV; site energies 0, 0, 1.0 eV
  meeting energies E* = -0.6368, 1.3034 eV
  bands 1-2 meet at 0.1302 /a, bands 2-3 meet at 1.0470 /a
  measured rate: 1 filled 0.1307 /a, 2 filled 1.0498 /a
Bands +-(2+cos k) eV, energy error at N=6:
  coupling 0: below 1e-14 eV; coupling 0.3 eV: -1.543e-05 eV
Scalar hopping 0.05*0.8^|R| eV: own singularity at 0.2231 /a
  indirect gap = 0.7211 eV, measured energy rate = 0.2238 /a
s = 0.70 eV: indirect gap = -0.6146 eV (overlap)
  largest error N=40-60: 6.862e-04 eV, N=160-240: 6.099e-05 eV
  ratio of these errors = 11.25
```
